# Poole-Frenkel lowering, classical ionisation field and Hartke's average for a Coulomb centre: test program

```python
"""Poole-Frenkel effect for a Coulomb centre in a uniform field.

Potential energy of the carrier: V = -C/r - f*z, with
  C = e^2/(4 pi eps0 eps_r)  (eV nm),  f = e*F  (eV/nm),
  z = direction of the force on the carrier.
Results under test:
  barrier lowering             D   = 2 sqrt(C f)
  classical ionisation field   f_c = E_i^2/(4 C) = C/(16 a^2) (hydrogenic)
  Hartke's angular average     H(g) = 1/2 + (1 + (g-1) exp(g))/g^2,
                               g = D/(k_B T)
Energies are in eV and lengths in nm unless a label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.ndimage import label
from scipy.optimize import minimize_scalar

# ---------- model parameters ----------
eps_r = 12.0
mass_ratio = 0.25
temperature = 30.0                 # K
field_kVcm = 1.0                   # kV/cm
KVCM = 1e5 * 1e-9                  # 1 kV/cm expressed in V/nm

C = const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9
hbar2_over_m = (const.hbar**2 / (mass_ratio * const.m_e)
                / const.e * 1e18)  # eV nm^2
kT = const.k * temperature / const.e
f = field_kVcm * KVCM
radius = hbar2_over_m / C
E_i = C / (2 * radius)


def lowering(force):
    return 2 * np.sqrt(C * force)


def hartke(g):
    return 0.5 + (1 + (g - 1) * np.exp(g)) / g**2


# ---------- hydrogenic binding energy from the radial equation ----------
h = 0.02
r_grid = h * np.arange(1, 3001)
diagonal = hbar2_over_m / h**2 - C / r_grid
off_diagonal = np.full(len(r_grid) - 1, -hbar2_over_m / (2 * h**2))
E_radial = eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]
assert abs(-E_radial / E_i - 1) < 1e-3   # finite-difference error

# ---------- stationary point and its character, symbolically ----------
x, y, z = sp.symbols("x y z", real=True)
Cs, fs = sp.symbols("C f", positive=True)
V_sym = -Cs / sp.sqrt(x**2 + y**2 + z**2) - fs * z
r0_sym = sp.sqrt(Cs / fs)
point = {x: 0, y: 0, z: r0_sym}
for q in (x, y, z):
    assert sp.simplify(sp.diff(V_sym, q).subs(point)) == 0
hessian = sp.hessian(V_sym, (x, y, z)).subs(point)
expected = sp.diag(1, 1, -2) * Cs / r0_sym**3
assert sp.simplify(hessian - expected) == sp.zeros(3, 3)


# ---------- pass energy and ionisation field from connectivity ----------
def is_open(energy, force, step, z_max):
    """Does the allowed region V < energy join the centre to the far side?"""
    rho = np.arange(0, z_max / 2, step)
    zz = np.arange(-z_max / 2, z_max + step / 2, step)
    P, Z = np.meshgrid(rho, zz, indexing="ij")
    V = -C / np.maximum(np.hypot(P, Z), step / 2) - force * Z
    regions, _ = label(V < energy)
    centre = regions[0, np.argmin(abs(zz))]
    return centre > 0 and centre == regions[0, -1]


def bisect_open(test, closed, opened):
    assert not test(closed) and test(opened)
    for _ in range(30):
        middle = 0.5 * (closed + opened)
        if test(middle):
            opened = middle
        else:
            closed = middle
    return 0.5 * (closed + opened)


pass_energy = bisect_open(lambda E: is_open(E, f, 0.5, 140.0), -0.014, 0.0)
D = lowering(f)
assert abs(-pass_energy / D - 1) < 1e-3  # grid spacing

f_c_grid = bisect_open(lambda s: is_open(-E_i, s, 0.1, 60.0), 3e-4, 3e-3)
f_c = E_i**2 / (4 * C)
assert abs(f_c_grid / f_c - 1) < 2e-3    # grid spacing
assert abs(f_c_grid / (C / (16 * radius**2)) - 1) < 2e-3

# ---------- the Gaussian form gives the same energy ----------
e_esu = const.e * const.c * 10
F_esu = field_kVcm * 1e5 / (const.c * 1e-4)
D_gauss = 2 * np.sqrt(e_esu**3 * F_esu / eps_r) * 1e-7 / const.e
assert abs(D_gauss / D - 1) < 1e-7


# ---------- barriers on straight rays and their angular average ----------
def ray_maximum(cos_angle):
    """Position and height of the maximum of V on a forward ray."""
    res = minimize_scalar(
        lambda t: C * np.exp(-t) + f * cos_angle * np.exp(t),
        bounds=(np.log(0.1), np.log(1e7)), method="bounded",
        options={"xatol": 1e-9})
    return np.exp(res.x), -res.fun


r0 = np.sqrt(C / f)
for c in (0.1, 0.5, 0.9):
    r_top, V_top = ray_maximum(c)
    assert abs(r_top / (r0 / np.sqrt(c)) - 1) < 1e-5
    assert abs(-V_top / (D * np.sqrt(c)) - 1) < 1e-8
r_line = np.geomspace(0.1, 1e4, 2000)
for c in (0.0, -0.3, -1.0):
    assert np.all(np.diff(-C / r_line - f * c * r_line) > 0)

g = D / kT
for T_test in (10.0, 30.0, 100.0):
    kT_test = const.k * T_test / const.e
    forward = quad(lambda a: 0.5 * np.sin(a)
                   * np.exp(-ray_maximum(np.cos(a))[1] / kT_test),
                   0, np.pi / 2, epsrel=1e-7, limit=100)[0]
    assert abs((forward + 0.5) / hartke(D / kT_test) - 1) < 1e-5

# ---------- limits and bounds of the average ----------
gs = sp.symbols("g", positive=True)
H_sym = sp.Rational(1, 2) + (1 + (gs - 1) * sp.exp(gs)) / gs**2
small = sp.series(H_sym, gs, 0, 3).removeO()
assert sp.expand(small - (1 + gs / 3 + gs**2 / 8)) == 0
assert abs(hartke(300.0) / (np.exp(300.0) / 300.0) - 1) < 0.005
g_scan = np.linspace(0.05, 30, 600)
assert np.all(hartke(g_scan) > 1)
assert np.all(hartke(g_scan) < np.exp(g_scan))
slopes = np.diff(np.log(hartke(g_scan))) / np.diff(g_scan)
assert np.all((slopes > 0) & (slopes < 1))


# ---------- tunnelling against thermal emission, on the axis ----------
def tunnel_exponent(depth):
    """WKB exponent 2*integral(kappa dz) at energy -depth."""
    root = np.sqrt(max(depth**2 - 4 * C * f, 0.0))
    middle, half = depth / (2 * f), root / (2 * f)

    def integrand(angle):
        pos = middle - half * np.cos(angle)
        excess = max(depth - C / pos - f * pos, 0.0)
        return np.sqrt(2 * excess / hbar2_over_m) * half * np.sin(angle)
    return 2 * quad(integrand, 0, np.pi)[0]


depths = np.linspace(E_i, D, 61)
totals = np.array([(E_i - d) / kT + tunnel_exponent(d) for d in depths])
assert np.argmin(totals) == len(depths) - 1
assert D < E_i

# ---------- worked example ----------
print(f"relative permittivity: {eps_r:.1f}")
print(f"effective mass / electron mass: {mass_ratio:.2f}")
print(f"temperature: {temperature:.1f} K")
print(f"thermal energy kT: {kT*1e3:.4f} meV")
print(f"field F: {field_kVcm:.2f} kV/cm")
print(f"force eF: {f*1e3:.4f} meV/nm")
print(f"Coulomb constant C: {C*1e3:.3f} meV nm")
print(f"effective Bohr radius a: {radius:.4f} nm")
print(f"binding energy E_i, formula: {E_i*1e3:.4f} meV")
print(f"binding energy, radial equation: {-E_radial*1e3:.4f} meV")
print(f"saddle distance r0: {r0:.3f} nm")
print(f"r0 / a: {r0/radius:.3f}")
print(f"barrier lowering, formula: {D*1e3:.4f} meV")
print(f"barrier lowering, connectivity: {-pass_energy*1e3:.4f} meV")
print(f"barrier lowering, Gaussian form: {D_gauss*1e3:.4f} meV")
print(f"remaining barrier E_i - lowering: {(E_i-D)*1e3:.4f} meV")
print(f"ionisation field, formula: {f_c/KVCM:.4f} kV/cm")
print(f"ionisation field, connectivity: {f_c_grid/KVCM:.4f} kV/cm")
print(f"saddle distance at that field: {np.sqrt(C/f_c):.3f} nm")
r60, V60 = ray_maximum(0.5)
print(f"ray at 60 degrees, maximum at: {r60:.3f} nm")
print(f"ray at 60 degrees, lowering: {-V60*1e3:.4f} meV")
print(f"gamma = lowering/kT: {g:.4f}")
print(f"one-dimensional enhancement exp(gamma): {np.exp(g):.3f}")
print(f"forward part of Hartke average: {hartke(g)-0.5:.4f}")
print(f"Hartke enhancement H: {hartke(g):.4f}")
print(f"ratio exp(gamma)/H: {np.exp(g)/hartke(g):.3f}")
print(f"total exponent at barrier top: {totals[-1]:.3f}")
print(f"total exponent halfway up: {totals[30]:.3f}")
print(f"total exponent at ground level: {totals[0]:.3f}")
print("field (kV/cm), lowering (meV), gamma, exp(gamma), H:")
for F_row in (0.1, 0.3, 1.0, 3.0):
    D_row = lowering(F_row * KVCM)
    g_row = D_row / kT
    print(f"  {F_row:.1f}  {D_row*1e3:.3f}  {g_row:.4f}  "
          f"{np.exp(g_row):.3f}  {hartke(g_row):.3f}")
g3 = lowering(3.0 * KVCM) / kT
slope = np.log(hartke(g3) / hartke(g)) / (g3 - g)
print(f"slope of ln H / 1D slope, 1 to 3 kV/cm: {slope:.4f}")
print("tests ok")
```

Running it gives:

```
relative permittivity: 12.0
effective mass / electron mass: 0.25
temperature: 30.0 K
thermal energy kT: 2.5852 meV
field F: 1.00 kV/cm
force eF: 0.1000 meV/nm
Coulomb constant C: 119.997 meV nm
effective Bohr radius a: 2.5401 nm
binding energy E_i, formula: 23.6210 meV
binding energy, radial equation: 23.6206 meV
saddle distance r0: 34.641 nm
r0 / a: 13.638
barrier lowering, formula: 6.9281 meV
barrier lowering, connectivity: 6.9282 meV
barrier lowering, Gaussian form: 6.9281 meV
remaining barrier E_i - lowering: 16.6929 meV
ionisation field, formula: 11.6243 kV/cm
ionisation field, connectivity: 11.6241 kV/cm
saddle distance at that field: 10.160 nm
ray at 60 degrees, maximum at: 48.989 nm
ray at 60 degrees, lowering: 4.8989 meV
gamma = lowering/kT: 2.6799
one-dimensional enhancement exp(gamma): 14.584
forward part of Hartke average: 3.5505
Hartke enhancement H: 4.0505
ratio exp(gamma)/H: 3.600
total exponent at barrier top: 6.457
total exponent halfway up: 50.793
total exponent at ground level: 108.706
field (kV/cm), lowering (meV), gamma, exp(gamma), H:
  0.1  2.191  0.8475  2.334  1.397
  0.3  3.795  1.4679  4.340  1.906
  1.0  6.928  2.6799  14.584  4.051
  3.0  12.000  4.6418  103.726  18.078
slope of ln H / 1D slope, 1 to 3 kV/cm: 0.7625
tests ok
```
